Convergence of the J-matrix method for Coulomb plus short-range potentials, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions and reality fix

In Rydberg atomic units the radial equation is

(H0 + V − E) ψ = 0,  H0 = −d²/dr² + l(l+1)/r² + 2Z/r,  E = k² > 0,

with Z > 0 for repulsion and Z < 0 for attraction. Energy is an inverse length squared, so Z is an inverse length. A Laguerre basis brings a scale λ, also an inverse length. The reference problem thus contains three inverse lengths, k, Z and λ, and anything dimensionless built from it depends on two ratios only: the Sommerfeld parameter η = Z/k, and k/λ, which will enter as an angle θ. The expansion coefficients of the Coulomb waves therefore have the form s_n(l, η, θ) and c_n(l, η, θ).

H0 and V are real. A real second-order problem has two real reference solutions, and a real matching condition combines them with real coefficients. If N basis functions carry the potential, the condition reads D_s cos δ_N + D_c sin δ_N = 0 with real D_s and D_c. With D = D_c + iD_s this gives e^{2iδ_N} = D*/D. The result is unimodular wherever D ≠ 0, so the question of anomalies is the question whether D can vanish at real energy.

In the basis below the matrix elements V_mn are inverse lengths. An error of first order in the discarded part of V is then a sum of elements V_mn/k with dimensionless weights; dimensions alone do not say which elements matter. Section 6 shows that, under the assumptions below, V_NN/k dominates, and finds its weight as a function of N, θ, η, l and δ.

The statement "converges without anomalies" needs three qualifications. S_N = e^{2iδ_N} is analytic and unimodular for all E > 0 at every N. It converges uniformly on compact energy intervals, but only as N^{−3/2}. The Kohn estimate in the same basis has spurious poles, yet away from them it is more accurate than the J-matrix value in the example computed here.

Assumptions on V: it is real and local; rV(r) is analytic on r ≥ 0, including the origin; rV and its derivatives decay exponentially. F = F_l(η, kr) and G = G_l(η, kr) are the Coulomb functions, with F → sin(ρ − η ln 2ρ − lπ/2 + σ_l), G → the cosine of the same argument, ρ = kr, σ_l = arg Γ(l+1+iη), and F′G − FG′ = k for derivatives in r. The phase shift is defined by ψ → F cos δ + G sin δ.

## 2. The basis and the tridiagonal matrix

With x = λr,

φ_n = a_n x^{l+1} e^{−x/2} L_n^{2l+1}(x),  a_n² = n!/Γ(n+2l+2).

The Laguerre norm ∫x^α e^{−x} L_m^α L_n^α dx = δ_mn Γ(n+α+1)/n! with α = 2l+1 gives ∫φ_mφ_n dr/r = δ_mn. The dual functions are φ_n/r, and the coefficient of a function f is ∫φ_n f dr/r.

Differentiating the product twice in x gives

φ_xx = a_n x^{l+1} e^{−x/2} { L″ + [(2l+2)/x − 1] L′ + [l(l+1)/x² − (l+1)/x + 1/4] L }.

Laguerre's equation xL″ + (2l+2−x)L′ + nL = 0 turns the first two terms into −nL/x. Multiplying by λ² yields the Sturmian equation

[−d²/dr² + l(l+1)/r² + λ²/4] φ_n = λ(n+l+1) φ_n/r.  (1)

The recurrence xL_n = (2n+α+1)L_n − (n+1)L_{n+1} − (n+α)L_{n−1}, with a_n/a_{n+1} = √((n+2l+2)/(n+1)), becomes

x φ_n = 2(n+l+1) φ_n − b_n φ_{n+1} − b_{n−1} φ_{n−1},  b_n = √((n+1)(n+2l+2)),  b_{−1} = 0.  (2)

Since φ_n = (xφ_n)/(λr), the overlap O_mn = ∫φ_mφ_n dr has O_nn = 2(n+l+1)/λ and O_{n,n+1} = −b_n/λ. From (1), (H0−E)φ_m = [λ(m+l+1)+2Z] φ_m/r − (k²+λ²/4) φ_m, and (2) rewrites the last φ_m in dual functions:

(H0−E) φ_m = Σ_n J_mn φ_n/r,  (3)

J_nn = 2Z − 2(n+l+1)(k²−λ²/4)/λ,  J_{n,n+1} = (k²+λ²/4) b_n/λ.

The diagonal follows from λ(n+l+1) − 2(n+l+1)(k²+λ²/4)/λ = −2(n+l+1)(k²−λ²/4)/λ. The sum in (3) has three terms. Define θ in (0, π) by

cos θ = (k²−λ²/4)/(k²+λ²/4),  sin θ = kλ/(k²+λ²/4),  e^{iθ} = (k+iλ/2)/(k−iλ/2).

Then (k²+λ²/4)/λ = k/sin θ and 2Z = (k/sin θ)·2η sin θ, so J_{n,n+1} = (k/sin θ) b_n and J_nn = −(k/sin θ) d_n with

d_n = 2(n+l+1) cos θ − 2η sin θ.

High energy is θ → 0 and threshold is θ → π.

Let f be bounded at infinity and behave as r^{l+1} at the origin, with coefficients y_n. Multiply (3) by f and integrate by parts twice; the boundary terms vanish because φ_m decays exponentially and both functions vanish at r = 0. The result is

Σ_n J_mn y_n = ∫φ_m (H0−E) f dr.  (4)

No infinite series has been used. For a solution of the homogeneous equation, (4) is the Meixner–Pollaczek recursion

b_n y_{n+1} + b_{n−1} y_{n−1} = d_n y_n.  (5)

## 3. Sine-like and cosine-like solutions

The sine-like coefficients s_n are those of F. They obey (5) for all n ≥ 0, and row 0 has two terms only, so s_0 fixes them all. The regular Coulomb function is

F = C_l ρ^{l+1} e^{iρ} M(l+1+iη, 2l+2, −2iρ),  C_l = 2^l e^{−πη/2} |Γ(l+1+iη)|/(2l+1)!,

with M the Kummer function. Put a = l+1+iη, b = 2l+2, p = λ/2 − ik, q = −2ik. Then s_0 = a_0 C_l (kλ)^{l+1} ∫r^{b−1} e^{−pr} M(a, b, qr) dr. Term j of the Kummer series gives (a)_j q^j Γ(b+j)/((b)_j j! p^{b+j}) = Γ(b) p^{−b} (a)_j (q/p)^j/j!, and the binomial series sums to Γ(b) p^{−b} (1−q/p)^{−a}. This holds for |q| < |p| and extends to all k > 0 because both sides are analytic in k at fixed η. Write λ/2 + ik = |p|e^{iγ}. Then 1 − q/p = (λ/2+ik)/(λ/2−ik) = e^{2iγ} and p^{−b} = |p|^{−2l−2} e^{i(2l+2)γ}. The factor e^{−2iγ(l+1+iη)} cancels that phase and leaves e^{2γη}. Since cos 2γ = −cos θ with 2γ in (0, π), 2γ = π − θ. With kλ/|p|² = sin θ and a_0 = 1/√((2l+1)!),

s_0 = 2^l |Γ(l+1+iη)| e^{η(π/2−θ)} sin^{l+1}θ / √((2l+1)!).  (6)

It is positive for every E > 0.

G behaves as r^{−l} at the origin and falls outside the class allowed in (4). It is replaced by a regular function C that tends to G and obeys

(H0−E) C = β φ_0/r.  (7)

The kernel 𝔤(r, r′) = F(r_<)G(r_>)/k solves (H0−E)𝔤 = δ(r−r′): its derivative jumps by (FG′−F′G)/k = −1, and −d²/dr² turns that into +δ. Take C = β∫𝔤(r, r′) φ_0(r′) dr′/r′. It is regular at the origin. At large r it tends to βG s_0/k, with a remainder from r′ > r that decays as e^{−λr/2} times a power. Hence β = k/s_0. By (4), the coefficients c_n of C obey (5) for n ≥ 1, and row 0 is J_00c_0 + J_01c_1 = β.

Multiply row n for c by s_n and row n for s by c_n and subtract. The diagonal terms cancel, and W_n = J_{n,n+1}(s_n c_{n+1} − s_{n+1}c_n) satisfies W_n = W_{n−1} for n ≥ 1. At n = 0, W_0 = s_0(β − J_00c_0) + J_00 s_0 c_0 = s_0β. Therefore

J_{n,n+1}(s_n c_{n+1} − s_{n+1} c_n) = k  for all n.  (8)

This Casoratian is the discrete Wronskian.

A closed form exists for h_n = c_n + is_n. The outgoing kernel 𝔤⁺ = F(r_<)(G+iF)(r_>)/k equals 𝔤 + iF(r)F(r′)/k, so β∫𝔤⁺φ_0 dr′/r′ = C + iFβs_0/k = C + iF, whose coefficients are h_n. Set μ = l+1 and y_n = q_n/a_n in (5), and multiply by a_n. Since b_n a_n/a_{n+1} = n+2μ and b_{n−1}a_n/a_{n−1} = n, the left side minus the right side becomes

Λ_n = (n+2μ) q_{n+1} + n q_{n−1} − 2[(n+μ) cos θ − η sin θ] q_n.

Try q_n = ∫_0^{t0} tⁿ w(t) dt and let R(t) = 1 − 2t cos θ + t² = (1−te^{iθ})(1−te^{−iθ}). The terms proportional to n collect to ∫(tⁿ)′ R w dt, and the rest to ∫tⁿ (μR′ + 2η sin θ) w dt. With v = Rw, integration by parts gives

Λ_n = [tⁿ v]_0^{t0} + ∫tⁿ [−v′ + (μR′/R + 2η sin θ/R) v] dt.

The derivative of ln(1−te^{iθ}) − ln(1−te^{−iθ}) is −2i sin θ/R, so 2η sin θ/R is iη times that derivative, and the integral vanishes for

v = (1−te^{iθ})^{μ+iη} (1−te^{−iθ})^{μ−iη}.

If t0 is a zero of R, v(t0) = 0 and only the lower limit survives: Λ_n = −δ_{n0}. This is the structure required, homogeneous except in row 0.

The choice of zero comes from complex k. For small Im k > 0, |k+iλ/2| > |k−iλ/2|, so |e^{−iθ}| < 1, and t0 = e^{−iθ} gives a geometrically decaying sequence. The coefficients of ∫𝔤⁺φ_0 dr′/r′ are also square-summable there, because that function decays exponentially. After scaling to the same row-0 source, the two sequences differ by a square-summable solution of the homogeneous recursion. That would be a regular solution of (H0−E)f = 0 with ∫|f|² dr/r finite, but at nonreal E the regular solution grows exponentially, since H0 has no complex eigenvalue. The two sequences agree, and by analyticity they agree at real k. With t = ue^{−iθ} and Euler's integral,

q_n = e^{−i(n+1)θ} ∫_0^1 uⁿ (1−u)^{l+iη} (1−ue^{−2iθ})^{l−iη} du
  = e^{−i(n+1)θ} B(n+1, l+1+iη) ₂F₁(−l+iη, n+1; n+l+2+iη; e^{−2iθ}).  (9)

Principal powers apply, since 1 − ue^{−2iθ} has positive real part. Row 0 for y = q/a reads (Jy)_0 = (k/sin θ)(−1/a_0). Scaling it to β = k/s_0 gives

h_n = c_n + i s_n = − sin θ · q_n / (s_0 a_n √((2l+1)!)).  (10)

For l = 0 and η = 0, s_0 = sin θ, q_n = e^{−i(n+1)θ}/(n+1) and a_n = 1/√(n+1), so s_n = sin((n+1)θ)/√(n+1) and c_n = −cos((n+1)θ)/√(n+1).

For large n the integral (9) is dominated by 1 − u of order 1/n. There uⁿ ≈ e^{−n(1−u)}, which gives Γ(l+1+iη) n^{−l−1−iη}, and the last factor is frozen at 1 − e^{−2iθ} = 2 sin θ e^{i(π/2−θ)}, whose power l − iη has modulus (2 sin θ)^l e^{η(π/2−θ)}. With 1/a_n ≈ n^{l+1/2}, the moduli cancel against (6), and to leading order in 1/n

s_n ≈ n^{−1/2} sin Φ_n,  c_n ≈ −n^{−1/2} cos Φ_n,
Φ_n = (n+l+1)θ + η ln(2n sin θ) − σ_l − lπ/2.  (11)

The coefficients are not square-summable, which reflects the logarithmic divergence of ∫F² dr/r. The series Σs_nφ_n(r) converges conditionally through its oscillation, and this slow tail is the origin of the algebraic convergence found below.

The same reasoning gives the Green matrix G⁺_mn = ∫∫(φ_m/r) 𝔤⁺ (φ_n/r′) dr dr′. Its column n obeys (JG⁺)_mn = δ_mn, so it is proportional to s_m for m ≤ n and to h_m for m ≥ n, and (8) fixes the factor: G⁺_mn = s_< h_>/k, where < and > denote the smaller and larger index. The real part is G_mn = s_< c_>/k.

## 4. Exact solution of the truncated problem

Let P f = Σ_{n<N} φ_n ∫φ_n f dr/r, Q = 1 − P, and let P† be the adjoint with respect to dr. The model potential V^N = P†VP = Σ_{m,n<N} |φ_m/r⟩ V_mn ⟨φ_n/r|, with V_mn = ∫φ_mVφ_n dr, is a real symmetric separable operator. Try

ψ_N = F + tC + Σ_{n<N} e_n φ_n,  a_n^ψ = s_n + tc_n + e_n.

By (3) and (7), (H0+V^N−E)ψ_N is a finite combination of φ_0/r, …, φ_N/r. Its component N is J_{N,N−1}e_{N−1}, which forces e_{N−1} = 0. For m < N the component is tβδ_{m0} + (Je)_m + Σ_{n<N}V_mn a_n^ψ. Because (J(s+tc))_m = tβδ_{m0}, this equals Σ_{n≤N}J_mn a_n^ψ + Σ_{n<N}V_mn a_n^ψ with a_N^ψ = s_N + tc_N. With A = J + V restricted to N×N and j = J_{N−1,N},

Σ_{n<N} A_mn a_n^ψ = −δ_{m,N−1} j (s_N + tc_N).

The last component of the solution is a_{N−1}^ψ = −g j (s_N + tc_N), g = (A^{−1})_{N−1,N−1}, and it must equal s_{N−1} + tc_{N−1}. Since ψ_N → F + tG, t = tan δ_N:

tan δ_N = −(s_{N−1} + g j s_N)/(c_{N−1} + g j c_N).  (12)

With D = h_{N−1} + g j h_N = D_c + iD_s, (1+it)/(1−it) = (D_c − iD_s)/(D_c + iD_s), so S_N = D*/D.

Write A = H − EO with H the N×N matrix of H0 + V. The generalized eigenproblem HΓ = OΓε with ΓᵀOΓ = 1 gives ΓᵀAΓ = ε − E, so A^{−1} = Γ(ε−E)^{−1}Γᵀ and

g(E) = Σ_i Γ²_{N−1,i}/(ε_i − E).  (13)

The ε_i are the Harris eigenvalues. At ε_i with Γ_{N−1,i} ≠ 0, g is infinite and (12) has the limit tan δ_N = −s_N/c_N, which is finite unless c_N = 0 there.

A second route is the Lippmann–Schwinger equation in coefficients, a = s − GVa with sums below N. For n ≥ N it gives a_n = s_n − c_n sᵀVa/k, so t = −sᵀV(1+GV)^{−1}s/k.

## 5. No anomaly at any N

By (13), g = p/q is a real rational function of E. Cancel common factors, so that p and q never vanish together. Then S_N = D̃*/D̃ with D̃ = q h_{N−1} + p j h_N. If D̃ = 0 at a real E > 0, then q c_{N−1} + p j c_N = 0 and q s_{N−1} + p j s_N = 0. This 2×2 system for (q, pj) has determinant of modulus k/j ≠ 0 by (8), so q = p = 0, a contradiction. The functions s_n and c_n are real-analytic in E > 0. Hence S_N is analytic and of modulus one on the whole positive axis. An infinity of tan δ_N means only that δ_N passes π/2, and an implementation should evaluate S_N or the two-argument arctangent.

Analyticity does not bound the slope. If some Γ²_{N−1,i} is small, g departs from its smooth background only in a small neighbourhood of ε_i, where it runs through all real values, and S_N goes once round the unit circle. That is a true narrow resonance of H0 + V^N, but it could be absent from H0 + V. At a given small N nothing above forbids it. It is excluded for large N by uniform convergence, and at finite N it is found by sampling close to the ε_i.

## 6. Convergence

Two properties of the basis are needed.

The first is rapid decay of coefficients for smooth decaying functions. The operator T = (r/λ)[−d²/dr² + l(l+1)/r² + λ²/4] has Tφ_n = (n+l+1)φ_n by (1) and is symmetric in the measure dr/r. Call a function tame if it is r^{l+1} times a function analytic on r ≥ 0 and decays exponentially with its derivatives. T maps tame functions to tame functions, because r[−d²/dr² + l(l+1)/r²] annihilates r^{l+1} and sends r^{l+1+m} to a multiple of r^{l+m}. For tame u, moving T across p times and using the Schwarz inequality,

|∫φ_n u dr/r| = |∫φ_n Tᵖu dr/r|/(n+l+1)ᵖ ≤ ‖Tᵖu‖/(n+l+1)ᵖ

for every p. Let ψ be the exact solution for V with ψ → F cos δ + G sin δ. Then rVψ is tame, so ⟨φ_n|V|ψ⟩ falls faster than any power of n. Also ψ − F cos δ − C sin δ is tame, so the coefficients of ψ equal y_n = s_n cos δ + c_n sin δ up to the same kind of remainder.

The second is the Bessel form. For x ≪ ν = n+l+1 the constant 1/4 in φ_xx = [l(l+1)/x² − ν/x + 1/4]φ is small beside ν/x. The remaining equation is Bessel's equation in z = 2√(νx), with regular solution √x 𝒥_{2l+1}(z), where 𝒥 is the Bessel function. The coefficient is one: near the origin φ_n → a_nL_n(0)x^{l+1} with a_nL_n(0) = √(Γ(n+2l+2)/n!)/(2l+1)! ≈ ν^{l+1/2}/(2l+1)!, and the Bessel form starts as √x (νx)^{l+1/2}/(2l+1)!. Since 𝒥 ≈ √(2/πz) cos(z − const), φ_n has amplitude of order (x/n)^{1/4}, and its phase advances by √(x/n) per unit n. The rest of this section rests on this form and on (11); it is an asymptotic derivation, and the rate is checked numerically in section 10.

The tail of ψ follows by summation by parts. With τ_n = Σ_{m≥n}y_m,

Qψ(r) = Σ_{n≥N} y_nφ_n = τ_Nφ_N + Σ_{n>N} τ_n(φ_n − φ_{n−1}).

To leading order (5) is y_{n+1} + y_{n−1} = 2 cos θ y_n. Summing over n ≥ N gives (τ_N − y_N) + (τ_N + y_{N−1}) = 2 cos θ τ_N, so

τ_N = (y_N − y_{N−1})/(2 − 2 cos θ),  (14)

with corrections of order 1/N relative to the envelope of τ_N, not to τ_N itself near its zeros. The τ_n oscillate like the y_n, so the remaining sum is again dominated by its edge and is smaller by the factor √(x/N). Thus Qψ ≈ τ_Nφ_N, of order N^{−3/4} at fixed r. The same holds for QF and QC.

Uniform convergence. Write V = w e w with w = √|V| and e = sgn V. The outgoing solution of the model obeys ψ_N⁺ = F − 𝔤⁺P†VPψ_N⁺. Apply wP and set χ_N = wPψ_N⁺, K_N = wP𝔤⁺P†w:

(1 + K_N e) χ_N = wPF.

At large r, ψ_N⁺ → F + f_N(G+iF) with f_N = −⟨wPF|e χ_N⟩/k, and F + f(G+iF) = e^{iδ}(F cos δ + G sin δ) for f = e^{iδ} sin δ, so S_N = 1 + 2if_N. The exact problem is the same with P replaced by 1 and K = w𝔤⁺w. The source converges, ‖wQF‖ = O(N^{−3/4}), because ∫|V| r^{1/2} dr is finite and the region where x is comparable with N is cut off exponentially by V. The kernel K − K_N contains the terms φ_m(r) s_<h_> φ_n(r′)/k whose larger index n is at least N. The inner sum over the smaller index is F(r) − O(n^{−3/4}). The F part multiplies Σ_{n≥N}h_nφ_n(r′) = O(N^{−3/4}). The other part is bounded by Σ n^{−1/2} n^{−1/4} n^{−3/4} = O(N^{−1/2}). So K_N → K in Hilbert–Schmidt norm. The constants depend on E through η and θ and are bounded on a compact interval of E > 0, where θ stays away from 0 and π.

The operator 1 + Ke is invertible at real E > 0. K is compact, so failure would mean a null vector, that is a regular solution u of the exact equation with u → B(G+iF). A regular solution is real up to a constant factor, so the Wronskian of u and u* vanishes; at infinity it is proportional to |B|². Then B = 0, u has neither an F nor a G component at infinity, and integrating the equation inward gives u = 0. The inverse is continuous in E and so bounded on the interval. Therefore χ_N → χ and S_N → S uniformly. A spurious narrow resonance would take S_N round the circle while S hardly moves, which is impossible once sup|S_N − S| < 2 by a fixed margin. This argument needs a single channel and a local V, and its O(N^{−1/2}) is a bound, not the rate.

The rate. Normalize ψ_N → F cos δ_N + G sin δ_N and let W = ψ_Nψ′ − ψ_N′ψ. The two radial equations give W′ = ψ_N Vψ − ψ V^Nψ_N. W vanishes at the origin. At infinity the FF and GG terms cancel, and W = (FG′−F′G) cos δ_N sin δ + (F′G−FG′) sin δ_N cos δ = k sin(δ_N−δ). Hence, exactly,

sin(δ_N − δ) = −⟨ψ_N|V^N − V|ψ⟩/k.

Insert V^N − V = (1−Q†)V(1−Q) − V = −Q†V − VQ + Q†VQ:

⟨ψ_N|V^N−V|ψ⟩ = −⟨Qψ_N|V|ψ⟩ − ⟨ψ_N|V|Qψ⟩ + ⟨Qψ_N|V|Qψ⟩.

The first term is a sum over n ≥ N of bounded coefficients times ⟨φ_n|V|ψ⟩ and falls faster than any power. So does the second when ψ_N is replaced by ψ. The remainder ⟨ψ_N − ψ|V|Qψ⟩ is estimated by orders. The difference ψ_N − ψ is driven by (V^N−V)ψ ≈ −P†VQψ, with components −τ_NV_mN for m < N. By the Bessel form V_mN is of order N^{−1/2} and varies slowly over |m−N| of order √N. On a slowly varying sequence J acts as multiplication by (k/sin θ)N(2−2cos θ). The remainder is then of order τ_N² Σ_mV²_mN/N ~ N^{−1}·N^{−1/2}·N^{−1} = N^{−5/2}. The third term is τ_N²V_NN. Its correction from φ_{n+1} − φ_n is of relative order 1/N and not N^{−1/2}, since the part of order √(x/N) is in quadrature with φ_N and averages out in the integral. The leading law is

δ_N − δ ≈ −V_NN τ_N²/k.  (15)

For the envelope, the mean of 𝒥² is 1/(πz), so V_NN = ∫φ_N² (rV) dx/x ≈ I/(2π√N) with I = ∫_0^∞ rV x^{−1/2} dx. From (11), y_n ≈ n^{−1/2} sin(Φ_n − δ); with sin A − sin(A−θ) = 2 sin(θ/2) cos(A−θ/2) and 2 − 2cos θ = 4 sin²(θ/2), τ_N = N^{−1/2} cos(Φ_N − δ − θ/2)/(2 sin(θ/2)). Therefore

δ_N − δ ≈ −sgn(I) K N^{−3/2} cos²(Φ_N − δ − θ/2),
K = |I|/(8πk sin²(θ/2)) = |I|/(2πλ sin θ).  (16)

The second form of K uses sin²(θ/2) = (λ²/4)/(k²+λ²/4). At leading order the error has one sign, lies between zero and the envelope, and has an envelope independent of l. It sweeps that range as E changes. It also sweeps it as N changes, except when η = 0 and θ is a rational multiple of π; then the squared cosine takes only finitely many values and need reach neither end. For attractive V the sign is positive: with the linear terms negligible, the truncation adds +Q†VQ, an attraction, in the expectation value. Since I = √λ ∫V r^{1/2} dr, K is proportional to (k²+λ²/4) λ^{−3/2}, whose derivative vanishes at λ²/2 = (3/2)(k²+λ²/4), that is λ = 2√3 k. This optimum concerns the asymptotic envelope only. It corresponds to cos θ = −1/2, so for η = 0 the squared cosine in (16) repeats with period 3 in N there. If I = 0 the leading term is absent.

Everything in (15) is available after the calculation, with δ_N in place of δ in y_n. The corrected value δ_N + V_NNτ_N²/k has, by the estimates above, an error of order N^{−5/2}.

For real, local V with rV analytic and exponentially decaying, S_N is analytic and unimodular for all E > 0 at every N and converges uniformly on compact energy intervals, with a leading error of order N^{−3/2} that (15) makes computable. What remains is the comparison with the Kohn estimate, the algorithm and its limits, and a numerical test on electron scattering from He⁺.
